# Depletion width of a Schottky contact on an amorphous oxide: a program that tests the result

```python
# Result under test: the zero-bias Schottky depletion width is
#   W = sqrt(2 eps V / (q N)),
# V built-in voltage, N ionised donor density, eps static permittivity,
# q elementary charge. Effects left out of this formula are sized as well.
# Potentials are in V and lengths in nm inside the differential equations.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q, k_B, hbar, eps0 = sc.e, sc.k, sc.hbar, sc.epsilon_0
V = 0.7                    # built-in voltage, V
N_cm = 1e17                # donors per cm^3
N = N_cm * 1e6             # donors per m^3
eps_r = 9.0
eps = eps_r * eps0
T, T_hot = 300.0, 350.0    # K
mass_ratio = 0.34          # rough effective mass / electron mass
mass = mass_ratio * sc.m_e
eps_high = 4.0             # rough high-frequency dielectric constant
film_nm = 40.0             # thin transistor film
trap_cm = 5e16             # subgap states that can be emptied, per cm^3
trap_bend = 0.2            # bending above which they are empty, V
break_MVcm = 1.0           # rough breakdown scale, MV/cm
curvature = q * N / eps * 1e-18   # V/nm^2


def width_nm(voltage):
    return np.sqrt(2 * eps * voltage / (q * N)) * 1e9


def integrate_block(trap_ratio):
    """Poisson equation from the neutral edge to the metal."""
    def rhs(x, y):
        return [y[1], curvature * (1 + trap_ratio * (y[0] > trap_bend))]

    def metal(x, y):
        return y[0] - V
    metal.terminal = True
    return solve_ivp(rhs, (0, 300), [0.0, 0.0], events=metal,
                     max_step=0.5, rtol=1e-8, atol=1e-11, dense_output=True)


def width_with_electrons(voltage, temperature):
    """eps/C from the nonlinear Poisson equation, C by finite difference."""
    thermal = k_B * temperature / q
    start = 1e-6

    def rhs(x, y):
        return [y[1], -curvature * np.expm1(-y[0] / thermal)]

    def low(x, y):
        return y[0] - (voltage - 0.01)

    def high(x, y):
        return y[0] - (voltage + 0.01)
    high.terminal = True
    slope = start * np.sqrt(curvature / thermal)
    sol = solve_ivp(rhs, (0, 2000), [start, slope], events=(low, high),
                    rtol=1e-10, atol=1e-13)
    return 0.02 / (sol.y_events[1][0][1] - sol.y_events[0][0][1])


# Depletion width, peak field and thin-film bending
W = width_nm(V)
W_m = W * 1e-9
F_peak = q * N * W_m / eps                     # V/m
block = integrate_block(0.0)
W_numeric = block.t_events[0][0]
assert abs(W_numeric / W - 1) < 1e-5
assert abs(block.y_events[0][0][1] * 1e9 / F_peak - 1) < 1e-5
assert abs(2 * V / W_m / F_peak - 1) < 1e-10
assert abs(W - 83) < 1
film_bend = q * N * (film_nm * 1e-9)**2 / (2 * eps)
assert abs(block.sol(film_nm)[0] / film_bend - 1) < 1e-5

# Free-electron tail
V_T = k_B * T / q
debye = np.sqrt(eps * V_T / (q * N)) * 1e9
W_tail = width_nm(V - V_T)
W_tail_numeric = width_with_electrons(V, T)
assert abs(W_tail_numeric / W_tail - 1) < 2e-4

# Subgap states emptied near the metal
ratio = trap_cm / N_cm
outer = width_nm(trap_bend)
a2, a1 = curvature * (1 + ratio) / 2, curvature * outer
inner = (-a1 + np.sqrt(a1**2 + 4 * a2 * (V - trap_bend))) / (2 * a2)
W_trap = outer + inner
W_trap_numeric = integrate_block(ratio).t_events[0][0]
assert abs(W_trap_numeric / W_trap - 1) < 1e-4

# Random donor positions in independent columns of area W^2
donors = N * W_m**3
spread = 1 / np.sqrt(3 * donors)
rng = np.random.default_rng(7)
depth = np.cumsum(rng.exponential(1 / donors, (20000, 160)), axis=1)
reached = np.cumsum(depth, axis=1) >= donors / 2
assert reached[:, -1].all()
edges = depth[np.arange(len(depth)), reached.argmax(axis=1)]
spread_numeric = edges.std()
assert abs(spread_numeric / spread - 1) < 0.05   # leading-order formula


# Fermi level from the density of states
def band_density(temperature):
    return 2 * (mass * k_B * temperature / (2 * np.pi * hbar**2))**1.5


def fermi_formula(temperature):
    filling = N / band_density(temperature)
    return np.log(filling) + filling / np.sqrt(8)


def fermi_numeric(temperature):
    scale = (2 * mass * k_B * temperature)**1.5 / (2 * np.pi**2 * hbar**3)

    def excess(eta):
        integral = quad(lambda s: 2 * s**2 / (1 + np.exp(s**2 - eta)),
                        0, 8, epsabs=1e-13)[0]
        return scale * integral / N - 1
    return brentq(excess, -12, 2)


for temp in (T, T_hot):
    assert abs(fermi_numeric(temp) - fermi_formula(temp)) < 1e-4
fermi_depth = -fermi_formula(T) * V_T
degeneracy_meV = N / band_density(T) / np.sqrt(8) * V_T * 1e3
barrier = V + fermi_depth
V_T_hot = k_B * T_hot / q
V_hot = barrier + fermi_formula(T_hot) * V_T_hot
W_hot = width_nm(V_hot - V_T_hot)
assert abs(width_with_electrons(V_hot, T_hot) / W_hot - 1) < 2e-4

# Image-force lowering, checked on the full parabolic barrier
lowering = np.sqrt(q * F_peak / (4 * np.pi * eps_high * eps0))


def barrier_drop(x_nm):
    bending = V * (1 - x_nm / W)**2
    image = q / (16 * np.pi * eps_high * eps0 * x_nm * 1e-9)
    return V - bending + image


top = minimize_scalar(barrier_drop, bounds=(0.2, 20), method="bounded")
assert abs(top.fun / lowering - 1) < 0.02   # field falls slightly with x
W_if_current = width_nm(V + lowering)

# Tunnelling energy, checked by the WKB integral at the bulk band edge
E00 = hbar / 2 * np.sqrt(N / (mass * eps))       # in V, so in eV per charge
wkb = 2 * quad(lambda x: np.sqrt(2 * mass * q * V) * (1 - x / W) / hbar
               * 1e-9, 0, W)[0]
assert abs(wkb / (V / E00) - 1) < 1e-8
assert E00 < V_T / 3 and F_peak * 1e-8 < break_MVcm

print(f"Built-in voltage: {V:.2f} V")
print(f"Donor density: {N_cm:.1e} cm^-3 = {N:.1e} m^-3")
print(f"Static dielectric constant: {eps_r:.1f}")
print(f"Elementary charge: {q:.4e} C")
print(f"Vacuum permittivity: {eps0:.4e} F/m")
print(f"Static permittivity: {eps:.4e} F/m")
print(f"Numerator 2 eps V: {2 * eps * V:.4e} C/m")
print(f"Denominator q N: {q * N:.4e} C/m^3")
print(f"Width squared: {W_m**2:.4e} m^2")
print(f"Depletion width, formula: {W_m:.4e} m = {W:.2f} nm")
print(f"Depletion width, integrated Poisson: {W_numeric:.2f} nm")
print(f"Peak field: {F_peak * 1e-8:.4f} MV/cm")
print(f"Depletion sheet charge: {q * N * W_m * 100:.4f} uC/cm2")
print(f"Rough breakdown scale (input): {break_MVcm:.1f} MV/cm")
print(f"Temperature: {T:.0f} K; kT/q: {V_T:.5f} V")
print(f"Debye length: {debye:.2f} nm")
print(f"Width with electron tail, formula: {W_tail:.2f} nm")
print(f"Width with electron tail, numerical: {W_tail_numeric:.2f} nm")
print(f"Thin film thickness (input): {film_nm:.0f} nm")
print(f"Largest bending the thin film holds: {film_bend:.3f} V")
print(f"Subgap state density (input): {trap_cm:.1e} cm^-3")
print(f"Bending that empties them (input): {trap_bend:.2f} V")
print(f"Outer part, states filled: {outer:.2f} nm")
print(f"Inner part, states empty: {inner:.2f} nm")
print(f"Width with subgap states, formula: {W_trap:.2f} nm")
print(f"Width with subgap states, numerical: {W_trap_numeric:.2f} nm")
print(f"Mean donor spacing N^(-1/3): {N**(-1 / 3) * 1e9:.1f} nm")
print(f"Donors in a cube of side W: {donors:.1f}")
print(f"Relative width spread, formula: {100 * spread:.2f} %")
print(f"Relative width spread, sampled: {100 * spread_numeric:.2f} %")
print(f"Width spread, formula: {spread * W:.1f} nm")
print(f"Effective mass / electron mass (input): {mass_ratio:.2f}")
print(f"Band density N_c at {T:.0f} K: {band_density(T) * 1e-6:.3e} cm^-3")
print(f"Filling n/N_c: {N / band_density(T):.4f}")
print(f"Degeneracy shift of Fermi level: {degeneracy_meV:.3f} meV")
print(f"Fermi level below band edge: {fermi_depth:.4f} eV")
print(f"Barrier height: {barrier:.4f} eV")
print(f"Built-in voltage at {T_hot:.0f} K: {V_hot:.4f} V")
print(f"Width at {T_hot:.0f} K with electron tail: {W_hot:.2f} nm")
print(f"High-frequency dielectric constant (input): {eps_high:.1f}")
print(f"Image-force lowering, formula: {lowering:.4f} eV")
print(f"Image-force lowering, numerical: {top.fun:.4f} eV")
print(f"Distance of barrier top from metal: {top.x:.2f} nm")
print(f"Width if V is raised by the lowering: {W_if_current:.2f} nm")
print(f"Tunnelling energy E00: {E00 * 1e3:.2f} meV")
print(f"Thermal energy kT: {V_T * 1e3:.2f} meV")
print(f"WKB exponent at bulk band edge: {wkb:.0f}")
print("every check passed")
```

It prints:

```
Built-in voltage: 0.70 V
Donor density: 1.0e+17 cm^-3 = 1.0e+23 m^-3
Static dielectric constant: 9.0
Elementary charge: 1.6022e-19 C
Vacuum permittivity: 8.8542e-12 F/m
Static permittivity: 7.9688e-11 F/m
Numerator 2 eps V: 1.1156e-10 C/m
Denominator q N: 1.6022e+04 C/m^3
Width squared: 6.9632e-15 m^2
Depletion width, formula: 8.3446e-08 m = 83.45 nm
Depletion width, integrated Poisson: 83.45 nm
Peak field: 0.1678 MV/cm
Depletion sheet charge: 0.1337 uC/cm2
Rough breakdown scale (input): 1.0 MV/cm
Temperature: 300 K; kT/q: 0.02585 V
Debye length: 11.34 nm
Width with electron tail, formula: 81.89 nm
Width with electron tail, numerical: 81.89 nm
Thin film thickness (input): 40 nm
Largest bending the thin film holds: 0.161 V
Subgap state density (input): 5.0e+16 cm^-3
Bending that empties them (input): 0.20 V
Outer part, states filled: 44.60 nm
Inner part, states empty: 35.07 nm
Width with subgap states, formula: 79.68 nm
Width with subgap states, numerical: 79.68 nm
Mean donor spacing N^(-1/3): 21.5 nm
Donors in a cube of side W: 58.1
Relative width spread, formula: 7.57 %
Relative width spread, sampled: 7.56 %
Width spread, formula: 6.3 nm
Effective mass / electron mass (input): 0.34
Band density N_c at 300 K: 4.975e+18 cm^-3
Filling n/N_c: 0.0201
Degeneracy shift of Fermi level: 0.184 meV
Fermi level below band edge: 0.1008 eV
Barrier height: 0.8008 eV
Built-in voltage at 350 K: 0.6762 V
Width at 350 K with electron tail: 80.16 nm
High-frequency dielectric constant (input): 4.0
Image-force lowering, formula: 0.0777 eV
Image-force lowering, numerical: 0.0772 eV
Distance of barrier top from metal: 2.35 nm
Width if V is raised by the lowering: 87.96 nm
Tunnelling energy E00: 3.36 meV
Thermal energy kT: 25.85 meV
WKB exponent at bulk band edge: 209
every check passed
```
